**Dirac electrons in graphene: transmission through a sharp step and a square barrier**

For energy E, incidence angle α and a barrier of height V0 and width D, the program tests T = 1/[1 + (u ky/kx)² sin²(qD)/q²]. Here κ = E/ħv, u = V0/ħv, kx = κ cos α, ky = κ sin α and q² = (κ − u)² − ky². It asserts that this formula agrees with numerical propagation and flux matching, including evanescent cases, and that T = 1 at normal incidence for several heights and for a random profile. It also asserts T = cos²α for a sharp step with V0 = 2E, the general step formula, and the loss of unit transmission when the barrier contains a mass term. A honeycomb tight-binding lattice gives a comparison that does not use the Dirac equation: the largest barrier difference falls from 0.028 to 0.007 when the number of cells across the barrier grows from 2000 to 8000. At normal incidence the atomically sharp lattice barrier reflects about 1.2·10⁻⁶ for V0/hopping = 0.00237, in agreement with the exact expression for a uniform chain. The output lists T against angle for three barriers and the symmetric step, and shows that a 30 nm ramp lowers T at 30° from 0.75 to 0.20.

## Verification by program

```python
"""Transmission of massless Dirac electrons (graphene, one valley).

H = v (sigma_x p_x + sigma_y p_y) + V(x), energy E > 0, incidence angle alpha.
Results under test, with kappa = E/(hbar v), u = V0/(hbar v),
kx = kappa cos(alpha), ky = kappa sin(alpha), q^2 = (kappa-u)^2 - ky^2:
  square barrier of width D: T = 1/(1 + (u ky/kx)^2 sin^2(q D)/q^2)
  normal incidence: T = 1 for every scalar profile V(x)
  sharp step with V0 = 2E: T = cos^2(alpha)
Energies are in eV, lengths in nm, wave numbers in 1/nm.
'kinetic' always means E - V in the region considered.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import hbar, e

SPEED = 1.0e6                       # m/s, chosen model value
HV = hbar * SPEED / e * 1e9         # hbar v in eV nm
ENERGY = 0.1
WIDTH = 50.0
KAPPA = ENERGY / HV
ID = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])


def generator(kinetic, ky, mass=0.0):
    """Matrix A in d(psi)/dx = A psi, from H psi = E psi."""
    return 1j * SX @ ((kinetic * ID - mass * SZ) / HV - ky * SY)


def lead_modes(kinetic, ky):
    """Right and left movers, each normalized to unit flux."""
    vectors = np.linalg.eig(generator(kinetic, ky))[1]
    flux = [np.vdot(vectors[:, j], SX @ vectors[:, j]).real for j in (0, 1)]
    assert flux[0] * flux[1] < 0
    right, left = int(np.argmax(flux)), int(np.argmin(flux))
    return (vectors[:, right] / np.sqrt(flux[right]),
            vectors[:, left] / np.sqrt(-flux[left]))


def matched_transmission(slices, ky, kinetic_right=ENERGY):
    """Propagate through slices (length, kinetic, mass) and match the leads."""
    propagator = ID.copy()
    for length, kinetic, mass in slices:
        propagator = expm(generator(kinetic, ky, mass) * length) @ propagator
    incoming, reflected = lead_modes(ENERGY, ky)
    outgoing = lead_modes(kinetic_right, ky)[0]
    system = np.column_stack([outgoing, -propagator @ reflected])
    t, r = np.linalg.solve(system, propagator @ incoming)
    assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-8
    return abs(t)**2


def barrier_numeric(height, alpha, mass=0.0):
    return matched_transmission([(WIDTH, ENERGY - height, mass)],
                                KAPPA * np.sin(alpha))


def step_numeric(height, alpha):
    return matched_transmission([], KAPPA * np.sin(alpha), ENERGY - height)


def barrier_formula(height, alpha):
    kx, ky, u = KAPPA * np.cos(alpha), KAPPA * np.sin(alpha), height / HV
    q = np.sqrt(complex((KAPPA - u)**2 - ky**2))
    sine_over_q = WIDTH if abs(q) < 1e-12 else np.sin(q * WIDTH) / q
    return 1 / (1 + (u * ky / kx)**2 * (sine_over_q**2).real)


def step_formula(height, alpha):
    beta = np.arcsin(ENERGY * np.sin(alpha) / (ENERGY - height))
    value = np.cos(alpha) * np.cos(beta) / np.cos((alpha + beta) / 2)**2
    return value, beta


# Barrier formula against propagation, with propagating and evanescent cases
barrier_error = 0.0
for height in (-0.15, 0.04, 0.1, 0.13, 0.2, 0.25, 0.6):
    for degrees in (-50, 7, 20, 33, 45, 60, 75):
        a = np.radians(degrees)
        barrier_error = max(barrier_error, abs(
            barrier_numeric(height, a) - barrier_formula(height, a)))
assert barrier_error < 1e-8

# Normal incidence: many heights, then a random profile
normal_heights = (0.04, 0.0999, 0.2, 0.25, 1.0, 5.0)
normal_error = max(abs(barrier_numeric(h, 0.0) - 1) for h in normal_heights)
assert normal_error < 1e-9
rng = np.random.default_rng(4)
random_profile = [(rng.uniform(1, 5), ENERGY - rng.uniform(-1, 1), 0.0)
                  for _ in range(40)]
random_normal = matched_transmission(random_profile, 0.0)
random_oblique = matched_transmission(random_profile, KAPPA * 0.5)
assert abs(random_normal - 1) < 1e-9
assert random_oblique < 0.99

# A mass term inside the barrier removes the protection
MASS = 0.08
q_mass = np.sqrt((ENERGY - 0.2)**2 - MASS**2) / HV
mass_formula = 1 / (1 + (MASS / HV * np.sin(q_mass * WIDTH) / q_mass)**2)
mass_numeric = barrier_numeric(0.2, 0.0, MASS)
assert abs(mass_numeric - mass_formula) < 1e-9 and mass_numeric < 0.9

# Sharp steps: symmetric and general height, total reflection excluded
for degrees in (-40, 10, 30, 45, 60, 80):
    a = np.radians(degrees)
    assert abs(step_numeric(2 * ENERGY, a) - np.cos(a)**2) < 1e-10
    for height in (-0.1, 0.25, 0.7):
        assert abs(step_numeric(height, a) - step_formula(height, a)[0]) < 1e-10

# Linear ramp from V = 0 to V = 2E: sharpness matters at oblique incidence
RAMP = 30.0


def ramp_transmission(alpha, count):
    centers = (np.arange(count) + 0.5) / count
    slices = [(RAMP / count, ENERGY * (1 - 2 * c), 0.0) for c in centers]
    return matched_transmission(slices, KAPPA * np.sin(alpha), -ENERGY)


ramp_30 = ramp_transmission(np.radians(30), 800)
assert abs(ramp_30 - ramp_transmission(np.radians(30), 400)) < 1e-4
assert ramp_30 < 0.5 * np.cos(np.radians(30))**2
assert abs(ramp_transmission(0.0, 400) - 1) < 1e-9

# Oblique resonances of the symmetric barrier
orders = np.arange(1, int(KAPPA * WIDTH / np.pi) + 1)
resonances = np.arccos(orders * np.pi / (KAPPA * WIDTH))
assert all(abs(barrier_numeric(0.2, a) - 1) < 1e-9 for a in resonances)


# Honeycomb lattice, hopping = 1, conserved momentum along the zigzag rows.
# Each transverse momentum gives a chain with alternating hoppings 1 and h.
def chain_hopping(energy, alpha):
    return 2 * np.cos(2 * np.pi / 3 + energy * np.sin(alpha) / np.sqrt(3))


def cell_transfer(kinetic, h):
    """Map (B of previous cell, A of this cell) one cell to the right."""
    new_b = np.array([-h, kinetic])
    new_a = (kinetic * new_b - np.array([0.0, 1.0])) / h
    return np.array([new_b, new_a])


def lattice_barrier(cells, height_ratio, alpha):
    energy = KAPPA * WIDTH / cells
    h = chain_hopping(energy, alpha)
    modes = np.linalg.eig(cell_transfer(energy, h))[1]
    inside = np.linalg.matrix_power(
        cell_transfer(energy * (1 - height_ratio), h), cells)
    return 1 / abs(np.linalg.solve(modes, inside @ modes)[0, 0])**2


def lattice_step(energy, height_ratio, alpha):
    h = chain_hopping(energy, alpha)

    def movers(kinetic):
        modes = np.linalg.eig(cell_transfer(kinetic, h))[1]
        current = h * np.imag(np.conj(modes[1]) * modes[0])
        return modes[:, np.argmax(current)], modes[:, np.argmin(current)]

    incoming, reflected = movers(energy)
    outgoing = movers(energy * (1 - height_ratio))[0]
    r = np.linalg.solve(np.column_stack([outgoing, -reflected]), incoming)[1]
    return 1 - abs(r)**2


lattice_angles = np.radians([0, 20, 40, 60])
lattice_errors = []
for cells in (2000, 8000):
    lattice_errors.append(max(
        abs(lattice_barrier(cells, ratio, a)
            - barrier_formula(ratio * ENERGY, a))
        for ratio in (2.0, 2.5) for a in lattice_angles))
assert lattice_errors[1] < 0.01
assert lattice_errors[1] < 0.4 * lattice_errors[0]


# At normal incidence the two hoppings have equal size: a uniform chain with
# E - V = 2 cos(k) and 2*cells barrier sites. Atomically sharp edges reflect
# a little, of second order in V0/hopping.
def uniform_chain_excess(cells, height_ratio):
    """Exact 1/T - 1 of a square barrier in the uniform chain."""
    energy = KAPPA * WIDTH / cells
    k_lead = np.arccos(energy / 2)
    k_in = np.arccos(energy * (1 - height_ratio) / 2)
    return (height_ratio * energy * np.sin(2 * cells * k_in)
            / (2 * np.sin(k_lead) * np.sin(k_in)))**2


for cells in (20, 2000, 8000):
    excess = 1 / lattice_barrier(cells, 2.5, 0.0) - 1
    assert abs(excess - uniform_chain_excess(cells, 2.5)) < 1e-9
lattice_reflection = 1 - lattice_barrier(8000, 2.5, 0.0)
lattice_height = 2.5 * KAPPA * WIDTH / 8000

lattice_step_error = max(abs(lattice_step(0.001, 2.0, a) - np.cos(a)**2)
                         for a in lattice_angles)
assert lattice_step_error < 0.005

print(f"speed v = {SPEED:.1e} m/s")
print(f"hbar v = {HV:.5f} eV nm")
print(f"energy E = {ENERGY:.3f} eV, barrier width D = {WIDTH:.1f} nm")
print(f"kappa = {KAPPA:.5f} 1/nm")
print(f"electron wavelength = {2 * np.pi / KAPPA:.2f} nm")
print("T of barriers V0 = 0.04, 0.20, 0.25 eV; T of step V0 = 0.20 eV")
print("angle/deg  V0=0.04  V0=0.20  V0=0.25  step")
for degrees in (0, 15, 30, 45, 60, 75):
    a = np.radians(degrees)
    row = [barrier_numeric(h, a) for h in (0.04, 0.2, 0.25)]
    row.append(step_numeric(0.2, a))
    print(f"{degrees:6d}   " + "  ".join(f"{x:7.4f}" for x in row))
a45 = np.radians(45)
print("Barrier V0 = 0.20 eV at 45 deg:")
print(f"  kx = ky = {KAPPA * np.cos(a45):.5f} 1/nm")
print(f"  u = V0/(hbar v) = {0.2 / HV:.5f} 1/nm")
phase = KAPPA * np.cos(a45) * WIDTH
print(f"  phase q D = {phase:.4f} rad, sin^2 = {np.sin(phase)**2:.4f}")
print(f"  T from formula = {barrier_formula(0.2, a45):.4f}")
for n, a in zip(orders, resonances):
    print(f"resonance n = {n}, V0 = 0.20 eV: angle {np.degrees(a):.2f} deg")
critical = np.degrees(np.arcsin((ENERGY - 0.04) / ENERGY))
print(f"critical angle for V0 = 0.04 eV: {critical:.2f} deg")
a60 = np.radians(60)
step_60, beta_60 = step_formula(0.25, a60)
print("Step V0 = 0.25 eV at 60 deg:")
print(f"  velocity angle beta = {np.degrees(beta_60):.2f} deg")
print(f"  T = {step_60:.4f}")
print(f"  pseudospin overlap = {np.cos((a60 - beta_60) / 2)**2:.4f}")
print(f"ramp of {RAMP:.0f} nm to V0 = 0.20 eV, 30 deg: T = {ramp_30:.4f}")
print(f"random profile, 0 deg: T = {random_normal:.10f}")
print(f"random profile, 30 deg: T = {random_oblique:.4f}")
print(f"mass {MASS:.2f} eV in barrier V0 = 0.20 eV, 0 deg: "
      f"T = {mass_numeric:.4f}")
print(f"largest |T-1| at 0 deg, V0 up to {max(normal_heights):.0f} eV: "
      f"{normal_error:.1e}")
print(f"largest barrier formula error: {barrier_error:.1e}")
print(f"lattice-Dirac difference, 2000 cells: {lattice_errors[0]:.1e}")
print(f"lattice-Dirac difference, 8000 cells: {lattice_errors[1]:.1e}")
print(f"lattice barrier, 0 deg, V0/hopping = {lattice_height:.5f}: "
      f"1-T = {lattice_reflection:.2e}")
print(f"lattice step minus cos^2, largest: {lattice_step_error:.1e}")
print("all good")
```

Printed output:

```
speed v = 1.0e+06 m/s
hbar v = 0.65821 eV nm
energy E = 0.100 eV, barrier width D = 50.0 nm
kappa = 0.15193 1/nm
electron wavelength = 41.36 nm
T of barriers V0 = 0.04, 0.20, 0.25 eV; T of step V0 = 0.20 eV
angle/deg  V0=0.04  V0=0.20  V0=0.25  step
     0    1.0000   1.0000   1.0000   1.0000
    15    0.9740   0.8112   0.8368   0.9330
    30    0.8586   0.8690   0.5059   0.7500
    45    0.0118   0.1667   0.4504   0.5000
    60    0.0002   0.0530   0.8455   0.2500
    75    0.0000   0.0014   0.0346   0.0670
Barrier V0 = 0.20 eV at 45 deg:
  kx = ky = 0.10743 1/nm
  u = V0/(hbar v) = 0.30385 1/nm
  phase q D = 5.3714 rad, sin^2 = 0.6250
  T from formula = 0.1667
resonance n = 1, V0 = 0.20 eV: angle 65.57 deg
resonance n = 2, V0 = 0.20 eV: angle 34.19 deg
critical angle for V0 = 0.04 eV: 36.87 deg
Step V0 = 0.25 eV at 60 deg:
  velocity angle beta = -35.26 deg
  T = 0.4279
  pseudospin overlap = 0.4541
ramp of 30 nm to V0 = 0.20 eV, 30 deg: T = 0.2036
random profile, 0 deg: T = 1.0000000000
random profile, 30 deg: T = 0.1624
mass 0.08 eV in barrier V0 = 0.20 eV, 0 deg: T = 0.3655
largest |T-1| at 0 deg, V0 up to 5 eV: 6.7e-15
largest barrier formula error: 9.8e-15
lattice-Dirac difference, 2000 cells: 2.8e-02
lattice-Dirac difference, 8000 cells: 7.0e-03
lattice barrier, 0 deg, V0/hopping = 0.00237: 1-T = 1.20e-06
lattice step minus cos^2, largest: 2.9e-04
all good
```
